# Exciton-phonon matrix elements and the cancellation of the Fröhlich divergence, part 1

(Sections cited here and not found follow in the later parts.)

In the model crystal worked out at the end of this appendix (electron mass \(0.2\,m_0\), hole mass \(0.8\,m_0\), \(\varepsilon_\infty=5\), \(\varepsilon_s=10\), \(\hbar\omega_{LO}=50\) meV, cell volume 50 Å\(^3\)), the longitudinal optical phonon of wave vector \(q=0.005\) Å\(^{-1}\) couples to a single electron with strength \(C/q\approx 19\,024\) meV. The same phonon scatters the 1s exciton into the 1s exciton with a matrix element of \(-39\) meV, and into the 2p exciton with a matrix element of magnitude 1166 meV. As \(q\to0\) the first number grows without limit, the second goes to zero and the third tends to 1172 meV. If the two masses are made equal at the same reduced mass, the 1s-1s element is zero at every \(q\). All of this follows from one formula, in which the exciton-phonon element is the scattering of the electron minus the scattering of the hole.

## 1. States, coupling and conventions

The crystal is an insulator with \(N\) cells of volume \(\Omega\) and periodic boundary conditions. The Bloch states \(\psi_{n\mathbf k}(\mathbf r)=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)\) are normalized over the whole crystal, and \(c^\dagger_{n\mathbf k}\) creates an electron in \(\psi_{n\mathbf k}\). Indices \(v,v'\) label valence bands, \(c,c'\) conduction bands, and \(m,n\) either kind; spin is part of the band index. The reference state \(|0\rangle\) has all valence states filled, so \(c^\dagger_{v\mathbf k}|0\rangle=0\) and \(c_{c\mathbf k}|0\rangle=0\). A wave vector in a label is understood modulo a reciprocal lattice vector, with \(\psi_{n,\mathbf k+\mathbf G}\equiv\psi_{n\mathbf k}\).

Excitons are taken in the Tamm-Dancoff approximation, in which the state contains exactly one electron-hole pair:
\[
|S,\mathbf Q\rangle=X^\dagger_{S\mathbf Q}|0\rangle,\qquad X^\dagger_{S\mathbf Q}=\sum_{vc\mathbf k}A^{S\mathbf Q}_{vc\mathbf k}\,c^\dagger_{c,\mathbf k+\mathbf Q}\,c_{v\mathbf k}. \tag{1}
\]
The amplitudes \(A^{S\mathbf Q}\) are eigenvectors of the Bethe-Salpeter Hamiltonian at total momentum \(\mathbf Q\). The electron carries \(\mathbf k+\mathbf Q\); the missing valence electron at \(\mathbf k\) is a hole of momentum \(-\mathbf k\). A code that writes the pair as \(c^\dagger_{c\mathbf k}c_{v,\mathbf k-\mathbf Q}\) has amplitudes related to these by the relabelling \(\mathbf k\to\mathbf k-\mathbf Q\), where each amplitude uses its own total momentum. The pair states are orthonormal. For \(i,i'\) conduction labels and \(j,j'\) valence labels,
\[
\langle0|c^\dagger_{j'}c_{i'}c^\dagger_ic_j|0\rangle=\delta_{ii'}\langle0|c^\dagger_{j'}c_j|0\rangle-\langle0|c^\dagger_{j'}c^\dagger_ic_{i'}c_j|0\rangle=\delta_{ii'}\delta_{jj'},
\]
because \(c_{i'}\) anticommutes with \(c_j\) and then annihilates \(|0\rangle\). Normalization is therefore \(\sum|A|^2=1\).

The displacement of atom \(\kappa\) (mass \(M_\kappa\)) in the cell at \(\mathbf R_p\) is
\[
\mathbf u_{\kappa p}=\frac1{\sqrt N}\sum_{\mathbf q\nu}\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\;\mathbf e_{\kappa\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}). \tag{2}
\]
The operator \(b_{\mathbf q}+b^\dagger_{-\mathbf q}\) turns into \(b_{-\mathbf q}+b^\dagger_{\mathbf q}\) under Hermitian conjugation, so \(\mathbf u\) is Hermitian when \(\mathbf e_{\kappa\nu}(-\mathbf q)=\mathbf e_{\kappa\nu}(\mathbf q)^*\). That convention is adopted. To first order in the displacement the change of the self-consistent one-electron potential gives
\[
H_{ep}=\frac1{\sqrt N}\sum_{\mathbf q\nu}V_{\mathbf q\nu}\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad V_{\mathbf q\nu}=\sum_{mn\mathbf k}g_{mn\nu}(\mathbf k,\mathbf q)\,c^\dagger_{m,\mathbf k+\mathbf q}c_{n\mathbf k}. \tag{3}
\]
Here \(g\) is the statically screened vertex of density-functional perturbation theory, an energy that does not depend on \(N\). Hermiticity of \(H_{ep}\) requires \(V_{\mathbf q}^\dagger=V_{-\mathbf q}\), which reads \(g_{mn}(\mathbf k,\mathbf q)^*=g_{nm}(\mathbf k+\mathbf q,-\mathbf q)\). The amplitude for absorbing a phonon \(\mathbf q\nu\) from a mode with \(n\) quanta is \(\sqrt{n/N}\,\langle S',\mathbf Q+\mathbf q|V_{\mathbf q\nu}|S,\mathbf Q\rangle\), and the amplitude for emitting a phonon \(-\mathbf q\nu\) carries \(\sqrt{(n+1)/N}\) and the same electronic factor. The mode index is dropped where it is idle.

## 2. The matrix element

Write \(V_{\mathbf q}X^\dagger|0\rangle=[V_{\mathbf q},X^\dagger]|0\rangle+X^\dagger V_{\mathbf q}|0\rangle\). The commutator of two fermion bilinears follows from one anticommutation in each product:
\[
c^\dagger_ac_bc^\dagger_ic_j=\delta_{bi}c^\dagger_ac_j-c^\dagger_ac^\dagger_ic_bc_j,\qquad c^\dagger_ic_jc^\dagger_ac_b=\delta_{aj}c^\dagger_ic_b-c^\dagger_ic^\dagger_ac_jc_b .
\]
Exchanging the two creators and the two annihilators in the last term gives two minus signs, so \(c^\dagger_ic^\dagger_ac_jc_b=c^\dagger_ac^\dagger_ic_bc_j\), and the quartic terms cancel in the difference:
\[
[c^\dagger_ac_b,c^\dagger_ic_j]=\delta_{bi}\,c^\dagger_ac_j-\delta_{aj}\,c^\dagger_ic_b. \tag{4}
\]
Set \(a=(m,\mathbf k'+\mathbf q)\), \(b=(n,\mathbf k')\), \(i=(c,\mathbf k+\mathbf Q)\), \(j=(v,\mathbf k)\).

In the first term of (4), \(\delta_{bi}\) fixes \(n=c\) and \(\mathbf k'=\mathbf k+\mathbf Q\), leaving
\[
\sum_{vc\mathbf k}\sum_m g_{mc}(\mathbf k+\mathbf Q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}\;c^\dagger_{m,\mathbf k+\mathbf Q+\mathbf q}\,c_{v\mathbf k}|0\rangle .
\]
For \(m=c'\) this is a pair state with label \((v,c',\mathbf k)\) at total momentum \(\mathbf Q+\mathbf q\). For \(m=v'\) the creator can only refill the hole; the result is zero or proportional to \(|0\rangle\), and is orthogonal to every pair state.

In the second term, \(\delta_{aj}\) fixes \(m=v\) and \(\mathbf k'=\mathbf k-\mathbf q\), leaving
\[
-\sum_{vc\mathbf k}\sum_n g_{vn}(\mathbf k-\mathbf q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}\;c^\dagger_{c,\mathbf k+\mathbf Q}\,c_{n,\mathbf k-\mathbf q}|0\rangle .
\]
For \(n=c'\) the annihilator destroys \(|0\rangle\). For \(n=v'\), writing \(\mathbf k+\mathbf Q=(\mathbf k-\mathbf q)+(\mathbf Q+\mathbf q)\) shows that this is the pair state with label \((v',c,\mathbf k-\mathbf q)\) at total momentum \(\mathbf Q+\mathbf q\). Physically, a valence electron at \(\mathbf k-\mathbf q\) is scattered into the empty state at \(\mathbf k\), so the hole moves from \(\mathbf k\) to \(\mathbf k-\mathbf q\) and its momentum rises from \(-\mathbf k\) to \(-\mathbf k+\mathbf q\).

The remaining piece is \(X^\dagger V_{\mathbf q}|0\rangle\). On \(|0\rangle\) only \(n=v\) survives. With \(m=c\) a pair is created, and \(X^\dagger\) makes a two-pair state, orthogonal to one-pair states. With \(m=v'\) the term is non-zero only for \(v'=v\) and \(\mathbf q=0\), and gives \(\delta_{\mathbf q0}\sum_{v\mathbf k}g_{vv}(\mathbf k,0)\,X^\dagger|0\rangle\). This is \(\langle0|V_{\mathbf q}|0\rangle\) times the exciton state. It shifts the ground state and the exciton by the same amount, drops out of excitation energies, and is subtracted in the definition of \(G\). Projecting on \(\langle S',\mathbf Q+\mathbf q|\) with the orthonormality of pair states gives
\[
G_{S'S\nu}(\mathbf Q,\mathbf q)=\sum_{vcc'\mathbf k}A^{S',\mathbf Q+\mathbf q\,*}_{vc'\mathbf k}\,g_{c'c\nu}(\mathbf k+\mathbf Q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}
-\sum_{vv'c\mathbf k}A^{S',\mathbf Q+\mathbf q\,*}_{v'c,\mathbf k-\mathbf q}\,g_{vv'\nu}(\mathbf k-\mathbf q,\mathbf q)\,A^{S\mathbf Q}_{vc\mathbf k}. \tag{5}
\]
Three details of the hole term matter in a code. The sign is negative. The final amplitude is read at \(\mathbf k-\mathbf q\). The first band index of \(g_{vv'}\) belongs to the initial exciton, which is the reverse of the electron term, because the electron that moves ends in the state where the hole began.

Equation (5) is an operator identity for any amplitudes and any \(g\). The numerical check tests it by building the states (1) explicitly in Fock space for three \(k\) points, two valence and two conduction bands, with random complex \(A\) and random \(g\) including the valence-conduction blocks, for all nine pairs \((Q,q)\). The direct matrix element, with the \(q=0\) shift removed, differs from (5) by at most \(4.6\times10^{-16}\) in units of \(g\); with the relative sign reversed the difference is never below 0.832.

Equation (5) does not depend on the phases of the Bloch states, provided \(A\) and \(g\) are computed from the same states. Under \(\psi_{n\mathbf k}\to e^{i\theta_n(\mathbf k)}\psi_{n\mathbf k}\) the creator acquires \(e^{i\theta}\) and the annihilator \(e^{-i\theta}\), so the physical state (1) is unchanged if \(A^{S\mathbf Q}_{vc\mathbf k}\to A^{S\mathbf Q}_{vc\mathbf k}\,e^{-i\theta_c(\mathbf k+\mathbf Q)+i\theta_v(\mathbf k)}\), while \(g_{mn}(\mathbf k,\mathbf q)\to g_{mn}\,e^{-i\theta_m(\mathbf k+\mathbf q)+i\theta_n(\mathbf k)}\). In the electron term the phases are \(+\theta_{c'}-\theta_v\) from \(A'^*\), \(-\theta_{c'}+\theta_c\) from \(g\) and \(-\theta_c+\theta_v\) from \(A\), with matching arguments, and they sum to zero. In the hole term they are \(+\theta_c(\mathbf k+\mathbf Q)-\theta_{v'}(\mathbf k-\mathbf q)\), \(-\theta_v(\mathbf k)+\theta_{v'}(\mathbf k-\mathbf q)\) and \(-\theta_c(\mathbf k+\mathbf Q)+\theta_v(\mathbf k)\), again zero. The overall phases of the two exciton eigenvectors remain free and multiply both terms alike, so \(|G|\) is the invariant.

The physical approximation lies in taking (5) for the whole coupling. The Bethe-Salpeter Hamiltonian is a difference of quasiparticle energies plus a kernel. A displacement changes both. Equation (5) is the change of the one-body part, with the mean-field \(g\) standing in for the change of the quasiparticle Hamiltonian. It omits the change of the screened interaction and the change of the kernel produced by valence-conduction mixing through \(g_{cv}\). The kernel is assumed to be screened by the electrons alone (\(\varepsilon_\infty\)), since ionic screening is what the phonons in (3) supply; a kernel screened by \(\varepsilon_s\) and combined with (5) would count the polar lattice response twice. The size of the omitted terms is not tested here. Section 4 gives their order in \(q\).

## 3. The long-range vertex

Abbreviate \(e_s^2=e^2/4\pi\varepsilon_0\). Let atom \(\kappa\) have an isotropic Born charge \(Z_\kappa e\) and let the electronic dielectric constant be the scalar \(\varepsilon_\infty\). For \(q\) small against the zone, a displacement pattern \(\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R_p}\) is a smooth polarization \(\mathbf P(\mathbf r)=\mathbf P_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\) with \(\mathbf P_{\mathbf q}=(e/\Omega)\sum_\kappa Z_\kappa\mathbf u_\kappa\). Its bound charge is \(\rho=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P\). Poisson's equation with electronic screening, \(\varepsilon_0\varepsilon_\infty q^2\phi=\rho\), gives \(\phi=-i\mathbf q\cdot\mathbf P/(\varepsilon_0\varepsilon_\infty q^2)\). An electron has energy \(-e\phi\). Inserting the mode amplitude of (2) and \(e^2/\varepsilon_0=4\pi e_s^2\),
\[
g^{L}_{mn\nu}(\mathbf k,\mathbf q)=g_{F\nu}(\mathbf q)\,M_{mn}(\mathbf k,\mathbf q),\qquad g_{F\nu}=i\,\frac{4\pi e_s^2}{\Omega}\sum_\kappa\sqrt{\frac{\hbar}{2M_\kappa\omega_\nu}}\;\frac{Z_\kappa\,\mathbf q\cdot\mathbf e_{\kappa\nu}}{\varepsilon_\infty q^2}, \tag{6}
\]
\[
M_{mn}(\mathbf k,\mathbf q)=\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{n\mathbf k}\rangle .
\]
This is the leading term in \(q\). The prefactor \(g_F\) is a property of the phonon and does not depend on the band or on \(\mathbf k\), which is the only feature of it that the cancellation uses. With tensor charges and a tensor \(\varepsilon_\infty\), \(g_F\) depends on the direction of \(\mathbf q\) and the factorization (6) stands.

For a cubic crystal with two atoms, \(Z_1=Z\), \(Z_2=-Z\). The optical eigenvector at long wavelength leaves the centre of mass at rest and is normalized: \(\mathbf e_1=\sqrt{M_2/M_t}\,\mathbf n\), \(\mathbf e_2=-\sqrt{M_1/M_t}\,\mathbf n\), with \(M_t=M_1+M_2\) and \(|\mathbf n|=1\). Then
\[
\sum_\kappa\frac{Z_\kappa\mathbf e_\kappa}{\sqrt{M_\kappa}}=Z\mathbf n\left(\sqrt{\frac{M_2}{M_1M_t}}+\sqrt{\frac{M_1}{M_2M_t}}\right)=Z\mathbf n\,\frac{M_2+M_1}{\sqrt{M_1M_2M_t}}=\frac{Z\mathbf n}{\sqrt{M_r}},
\]
with \(M_r=M_1M_2/M_t\). Transverse modes have \(\mathbf q\cdot\mathbf n=0\) and do not couple at this order. For the longitudinal mode the choice \(\mathbf n=-i\hat{\mathbf q}\) satisfies \(\mathbf n(-\mathbf q)=i\hat{\mathbf q}=\mathbf n(\mathbf q)^*\), as (2) demands, and \(i\,\mathbf q\cdot\mathbf n=q\). Thus \(g_F=C/q\) is real, with
\[
C=\frac{4\pi e_s^2}{\Omega}\,\frac{Z}{\varepsilon_\infty}\sqrt{\frac{\hbar}{2M_r\omega_{LO}}} .
\]
The choice \(\mathbf n=+i\hat{\mathbf q}\) reverses the sign of every \(G\) together; \(C>0\) is used below.

The charge \(Z\) can be traded for the static dielectric constant. The relative displacement \(\mathbf w=\mathbf u_1-\mathbf u_2\) obeys \(M_r\ddot{\mathbf w}=-M_r\omega_{TO}^2\mathbf w+Ze\mathbf E\), and \(\mathbf D=\varepsilon_0\varepsilon_\infty\mathbf E+Ze\mathbf w/\Omega\). Define \(\Sigma=4\pi e_s^2Z^2/(\Omega M_r)=Z^2e^2/(\varepsilon_0\Omega M_r)\). In a static field \(\mathbf w=Ze\mathbf E/(M_r\omega_{TO}^2)\), so \(\varepsilon_s=\varepsilon_\infty+\Sigma/\omega_{TO}^2\). In a longitudinal wave \(\mathbf D=0\), so \(\mathbf E=-Ze\mathbf w/(\varepsilon_0\varepsilon_\infty\Omega)\) and \(\omega_{LO}^2=\omega_{TO}^2+\Sigma/\varepsilon_\infty=\omega_{TO}^2\,\varepsilon_s/\varepsilon_\infty\), the Lyddane-Sachs-Teller relation. Hence
\[
\Sigma=\omega_{TO}^2(\varepsilon_s-\varepsilon_\infty)=\omega_{LO}^2\,\frac{\varepsilon_\infty(\varepsilon_s-\varepsilon_\infty)}{\varepsilon_s}=\omega_{LO}^2\,\varepsilon_\infty^2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\]
Squaring \(C\) gives \(C^2=(4\pi e_s^2/\Omega)\,\Sigma\,\hbar/(2\omega_{LO}\varepsilon_\infty^2)\), and so
\[
C^2=\frac{4\pi e_s^2}{\Omega}\,\frac{\hbar\omega_{LO}}2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right). \tag{7}
\]
The program diagonalizes a diatomic dynamical matrix with the non-analytic term, takes \(\varepsilon_s\) from the mode sum, and evaluates \(|g_F|\) from (6) with the numerical eigenvectors. The ratio to \(C/q\) is 1.0000000000 for the longitudinal mode and \(2.2\times10^{-15}\) for the transverse modes.

The exciton-phonon element is now written as electron scattering minus hole scattering, and the long-range vertex as a band-independent factor, \(C/q\) for the longitudinal mode, times Bloch overlaps. It remains to combine the two and find what survives as \(q\to0\).
